# Does Rough-Copper Loss Stop at Twice the Smooth Value?: a numerical check

```python
# Result under test: the loss ratio K (rough / flat conductor, same current) is
# not limited to 2. Huray's sphere model gives
#   K = 1 + (6 pi a^2 / A) / (1 + d/a + d^2/(2 a^2)),
# a = sphere radius, A = base area per sphere, d = skin depth.
# The exact eddy-current sphere replaces the last factor by
#   F(s) = (sinh 2s + sin 2s)/(cosh 2s - cos 2s) - 1/s,  s = a/d.
# Also tested: coupling between spheres and base, and a grooved surface.
# Lengths are in micrometres unless a name says otherwise. Time factor exp(-i w t).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import zeta
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve

resistivity = 1.72e-8      # ohm m, rough value for copper
radius, pitch, height = 1.0, 3.0, 1.2
cell_area = pitch**2
permittivity_ratio = 3.5   # rough value for a laminate
electron_density = 8.5e28  # 1/m^3, rough value for copper
f_main = 50.0              # GHz


def skin_depth(f_ghz, rho=resistivity):
    return 1e6 * np.sqrt(rho / (np.pi * f_ghz * 1e9 * const.mu_0))


def hammerstad(rms, depth):
    return 1 + 2 / np.pi * np.arctan(1.4 * (rms / depth)**2)


def huray_factor(s):
    return 1 / (1 + 1 / s + 1 / (2 * s**2))


def sphere_factor(s):
    return ((np.sinh(2*s) + np.sin(2*s)) / (np.cosh(2*s) - np.cos(2*s))
            - 1 / s)


def polarizability(s):
    """Magnetic moment divided by its perfect-conductor value."""
    x = (1 + 1j) * s
    return 1 - 3 / x**2 + 3 / (x * np.tan(x))


# ---- eddy currents in one sphere, from the radial diffusion equation ----
def sphere_factor_numeric(s, n=4000):
    # vector potential = mu0 H0 u(r)/r sin(theta), sphere radius 1
    step = 1 / n
    r = np.arange(1, n + 1) * step
    band = np.zeros((3, n), complex)
    band[0, 1:] = 1
    band[1] = -2 + step**2 * (2j * s**2 - 2 / r**2)
    band[2, :-1] = 1
    band[2, n - 2] = 2
    band[1, -1] -= 2 * step
    rhs = np.zeros(n, complex)
    rhs[-1] = -3 * step
    u = solve_banded((1, 1), band, rhs)
    joule = step * (np.sum(abs(u)**2) - 0.5 * abs(u[-1])**2)
    return 16 * s**3 / 9 * joule


for s in (0.3, 1.0, 2.0, 4.0, 8.0):
    numeric = sphere_factor_numeric(s)
    assert abs(numeric / sphere_factor(s) - 1) < 1e-3
    assert abs(-2*s/3 * polarizability(s).imag / numeric - 1) < 1e-3
assert abs(sphere_factor_numeric(0.1) / (4 * 0.1**3 / 45) - 1) < 1e-3
assert abs(sphere_factor_numeric(20.0) - (1 - 1 / 20)) < 1e-3
assert abs(huray_factor(20.0) - sphere_factor_numeric(20.0)) < 3e-3


# ---- Huray's factor from a surface impedance on the sphere ----
def impedance_sphere_loss(f_ghz):
    omega = 2 * np.pi * f_ghz * 1e9
    rs = resistivity / (skin_depth(f_ghz) * 1e-6)
    zs = rs * (1 - 1j)
    a_m = radius * 1e-6
    # unknowns: electric amplitude e and dipole amplitude b, for H0 = 1
    matrix = np.array([[1, -zs], [2 / a_m, -2j * omega * const.mu_0]])
    e, b = np.linalg.solve(matrix, np.array([-zs, 1j * omega * const.mu_0]))
    flux = 0.5 * (e * np.conj(b - 1)).real
    surface = quad(lambda t: 2*np.pi*radius**2 * np.sin(t)**3, 0, np.pi)[0]
    return flux * surface / (0.5 * rs * cell_area)


geometry = 6 * np.pi * radius**2 / cell_area
coverage = np.pi * radius**2 / cell_area
for f in (1.0, 10.0, 50.0):
    formula = geometry * huray_factor(radius / skin_depth(f))
    assert abs(impedance_sphere_loss(f) / formula - 1) < 1e-8


# ---- dipole coupling: lattice sum with images in the base ----
def dipole_sum(z, reach=60):
    i = np.arange(-reach, reach + 1) * pitch
    x, y = np.meshgrid(i, i)
    r2 = x**2 + y**2 + z**2
    if z == 0:
        r2[reach, reach] = np.inf
    tail = 2 * np.sqrt(2) / (pitch**2 * (reach + 0.5) * pitch)
    if z == 0:
        x[reach, reach] = 0
    return np.sum((3 * x**2 / r2 - 1) / r2**1.5) + tail


beta_series = (zeta(1.5, 0.25) - zeta(1.5, 0.75)) / 8
known_sum = 2 * zeta(1.5, 1) * beta_series
assert abs(dipole_sum(0) * pitch**3 / known_sum - 1) < 1e-3
lattice_sum = dipole_sum(0) + dipole_sum(2 * height)


def local_power(g):
    return 1 / abs(1 + radius**3 * g * lattice_sum / 2)**2


def k_huray(f, rho=resistivity):
    return 1 + geometry * huray_factor(radius / skin_depth(f, rho))


def k_single(f, rho=resistivity):
    return 1 + geometry * sphere_factor(radius / skin_depth(f, rho))


def k_coupled(f, rho=resistivity):
    s = radius / skin_depth(f, rho)
    return 1 + geometry * sphere_factor(s) * local_power(polarizability(s))


# ---- full field of the sphere layer in the limit of zero skin depth ----
def directions(n):
    k = np.arange(n) + 0.5
    z = 1 - 2 * k / n
    angle = np.pi * (1 + np.sqrt(5)) * k
    rho = np.sqrt(1 - z**2)
    return np.column_stack((rho*np.cos(angle), rho*np.sin(angle), z))


def layer_field(reach, mirrored):
    centre = np.array([0, 0, height])
    source = centre + 0.7 * radius * directions(250)
    fit, check = directions(600), directions(803)
    g = (np.arange(20) + 0.5) / 20 * pitch
    gx, gy = np.meshgrid(g, g)
    base = np.column_stack((gx.ravel(), gy.ravel(), 0 * gx.ravel()))
    points = np.vstack((centre + radius*fit, centre + radius*check, base))
    field = np.zeros((3, len(points), len(source)))
    dx0 = points[:, 0][:, None] - source[:, 0]
    dy0 = points[:, 1][:, None] - source[:, 1]
    signs = (1, -1) if mirrored else (1,)
    for sign in signs:
        dz = points[:, 2][:, None] - sign * source[:, 2]
        for i in range(-reach, reach + 1):
            dx = dx0 - i * pitch
            part = dx**2 + dz**2
            for j in range(-reach, reach + 1):
                dy = dy0 - j * pitch
                r2 = part + dy**2
                w = 1 / (r2 * np.sqrt(r2))
                field[0] += dx * w
                field[1] += dy * w
                field[2] += dz * w
    if reach > 0:  # distant cells act as dipoles
        tail = 2 * np.sqrt(2) / (pitch**2 * (reach + 0.5) * pitch)
        field[0] += len(signs) * tail * source[:, 0]
        field[1] += len(signs) * tail * source[:, 1]
    n1, n2 = len(fit), len(fit) + len(check)
    normal = sum(field[c, :n1] * fit[:, c][:, None] for c in range(3))
    charge = np.linalg.lstsq(normal, -fit[:, 0], rcond=1e-12)[0]
    h = (field @ charge).T
    h[:, 0] += 1
    on_sphere, on_base = h[n1:n2], h[n2:]
    leak = np.sum(on_sphere * check, axis=1)
    tangential = np.mean(np.sum(on_sphere**2, axis=1) - leak**2)
    return tangential, np.max(abs(leak)), on_base


single_mean, single_leak, _ = layer_field(0, False)
assert single_leak < 0.01 and abs(single_mean - 1.5) < 0.005
layer_mean, layer_leak, base_field = layer_field(4, True)
assert layer_leak < 0.01
base_mean = np.mean(base_field[:, 0])
base_loss = np.mean(np.sum(base_field**2, axis=1))
assert abs(base_mean - 1) < 0.005
assert base_loss > 0.995
sphere_loss_full = layer_mean * 4 * np.pi * radius**2 / cell_area
sphere_loss_dipole = geometry * local_power(1.0)
assert abs(sphere_loss_dipole / sphere_loss_full - 1) < 0.10
k_limit_full = base_loss + sphere_loss_full
assert k_limit_full > 2


# ---- grooves across the current: diffusion of H into the metal ----
groove_period, tooth_width, groove_depth = 4.0, 2.0, 3.0


def groove_power(depth_groove, depth_skin, step=0.02):
    nx = round(groove_period / step)
    n_base, n_tooth = round(2.0 / step), round(depth_groove / step)
    nz = n_base + n_tooth + 1
    ix = np.arange(nx)[None, :]
    iz = np.arange(nz)[:, None]
    half = round(tooth_width / step / 2)
    in_tooth = (abs(ix - nx // 2) < half) & (iz < n_base + n_tooth)
    metal = ((iz < n_base) | in_tooth).ravel()
    lap_x = sp.diags([1, 1, -2, 1, 1], [-(nx-1), -1, 0, 1, nx-1],
                     shape=(nx, nx))
    lap_z = sp.diags([1, -2, 1], [-1, 0, 1], shape=(nz, nz))
    lap = (sp.kron(lap_z, sp.identity(nx))
           + sp.kron(sp.identity(nz), lap_x)).tocsr()
    rows = lap[metal]
    k2 = 2j * (step / depth_skin)**2
    system = rows[:, metal] + k2 * sp.identity(int(metal.sum()))
    rhs = -np.asarray(rows[:, ~metal].sum(axis=1)).ravel().astype(complex)
    h = np.ones(nx * nz, complex)
    h[metal] = spsolve(system.tocsc(), rhs)
    h = h.reshape(nz, nx)
    return (np.sum(abs(h - np.roll(h, 1, axis=1))**2)
            + np.sum(abs(np.diff(h, axis=0))**2))


d_main = skin_depth(f_main)
flat = groove_power(0.0, d_main)
assert abs(flat * d_main / groove_period - 1) < 0.01
k_groove = groove_power(groove_depth, d_main) / flat
k_deeper = groove_power(groove_depth + 1, d_main) / flat
k_thin = (groove_power(groove_depth, d_main / 2)
          / groove_power(0.0, d_main / 2))
length_ratio = 1 + 2 * groove_depth / groove_period
assert k_groove > 2
assert abs(k_deeper - k_groove - 2 / groove_period) < 0.01
assert 0.35 < (length_ratio - k_thin) / (length_ratio - k_groove) < 0.65

# ---- rms height of the sphere layer seen from above ----
moments = [quad(lambda q: (height + np.sqrt(radius**2 - q**2))**p
                * 2 * np.pi * q, 0, radius)[0] / cell_area for p in (1, 2)]
rms_height = np.sqrt(moments[1] - moments[0]**2)
groove_rms = groove_depth * np.sqrt(tooth_width / groove_period
                                    * (1 - tooth_width / groove_period))

# ---- crossing of K = 2, and sizes of neglected effects ----
cross = [brentq(lambda f: k(f) - 2, 1, 1000)
         for k in (k_huray, k_single, k_coupled)]
assert k_huray(f_main) > 2 and k_single(f_main) > 2
assert k_coupled(f_main) > 2
wavelength = 1e6 * const.c / (f_main * 1e9 * np.sqrt(permittivity_ratio))
electric_share = (2 * np.pi * radius / wavelength)**2
free_path = 1e6 * (const.hbar * (3 * np.pi**2 * electron_density)**(1/3)
                   / (electron_density * const.e**2 * resistivity))
hot = 1.25 * resistivity
assert k_coupled(f_main, hot) > 2
assert electric_share < 1e-3 and free_path < 0.3 * d_main

print(f"resistivity: {resistivity*1e8:.2f} microohm cm")
print(f"sphere radius, pitch, centre height: {radius}, {pitch}, {height} um")
print(f"base area per sphere: {cell_area:.2f} um^2")
print(f"projected coverage c: {coverage:.4f} (threshold {1/6:.4f})")
print(f"geometry factor 6 pi a^2/A: {geometry:.4f}")
print(f"Huray limit of K at zero skin depth: {1+geometry:.4f}")
print(f"rms height of sphere layer: {rms_height:.4f} um")
print("f (GHz), skin depth (um), K: Hammerstad, Huray, exact, coupled")
for f in (1.0, 5.0, 10.0, 20.0, 50.0, 100.0):
    d = skin_depth(f)
    print(f"  {f:5.0f} {d:.4f}  {hammerstad(rms_height, d):.3f}"
          f" {k_huray(f):.3f} {k_single(f):.3f} {k_coupled(f):.3f}")
print("a/skin depth, loss factor: Huray, exact closed form, numerical")
for s in (0.5, 1.0, 2.0, 4.0, radius / d_main):
    print(f"  {s:.3f}  {huray_factor(s):.4f} {sphere_factor(s):.4f}"
          f" {sphere_factor_numeric(s):.4f}")
print(f"K = 2 reached, Huray: {cross[0]:.2f} GHz")
print(f"K = 2 reached, exact isolated sphere: {cross[1]:.2f} GHz")
print(f"K = 2 reached, coupled spheres: {cross[2]:.2f} GHz")
print(f"isolated sphere, mean (Ht/H0)^2, numerical: {single_mean:.4f}")
print(f"dipole lattice sum S with images: {lattice_sum:.4f} 1/um^3")
print(f"coupling factor on loss, zero skin depth: {local_power(1.0):.4f}")
print(f"sphere loss, dipole coupling: {sphere_loss_dipole:.4f} of flat")
print(f"sphere loss, full field: {sphere_loss_full:.4f} of flat")
print(f"mean tangential field on base: {base_mean:.4f} H0")
print(f"base loss, full field: {base_loss:.4f} of flat")
print(f"K of full layer at zero skin depth: {k_limit_full:.4f}")
print(f"groove period, tooth width, depth: {groove_period},"
      f" {tooth_width}, {groove_depth} um")
print(f"groove profile length / period: {length_ratio:.3f}")
print(f"groove K at {f_main:.0f} GHz, numerical: {k_groove:.3f}")
print(f"groove K at half that skin depth: {k_thin:.3f}")
print(f"groove K at {f_main:.0f} GHz, 1 um deeper: {k_deeper:.3f}")
print(f"groove rms height: {groove_rms:.3f} um")
print(f"groove K by Hammerstad: {hammerstad(groove_rms, d_main):.3f}")
print(f"wavelength in laminate at {f_main:.0f} GHz: {wavelength:.0f} um")
print(f"electric / magnetic sphere loss: {electric_share:.1e}")
print(f"electron mean free path: {free_path:.4f} um")
print(f"mean free path / skin depth: {free_path/d_main:.3f}")
print(f"coupled K at {f_main:.0f} GHz, resistivity +25%:"
      f" {k_coupled(f_main, hot):.3f}")
print("no test failed")
```

Printed output:

```
resistivity: 1.72 microohm cm
sphere radius, pitch, centre height: 1.0, 3.0, 1.2 um
base area per sphere: 9.00 um^2
projected coverage c: 0.3491 (threshold 0.1667)
geometry factor 6 pi a^2/A: 2.0944
Huray limit of K at zero skin depth: 3.0944
rms height of sphere layer: 0.9006 um
f (GHz), skin depth (um), K: Hammerstad, Huray, exact, coupled
      1 2.0873  1.162 1.398 1.020 1.020
      5 0.9335  1.583 1.884 1.218 1.217
     10 0.6601  1.767 2.115 1.540 1.532
     20 0.4667  1.879 2.329 2.041 1.998
     50 0.2952  1.951 2.564 2.483 2.370
    100 0.2087  1.976 2.702 2.657 2.504
a/skin depth, loss factor: Huray, exact closed form, numerical
  0.500  0.2000 0.0111 0.0111
  1.000  0.4000 0.0856 0.0856
  2.000  0.6154 0.4489 0.4489
  4.000  0.7805 0.7506 0.7506
  3.388  0.7470 0.7079 0.7079
K = 2 reached, Huray: 7.06 GHz
K = 2 reached, exact isolated sphere: 18.90 GHz
K = 2 reached, coupled spheres: 20.07 GHz
isolated sphere, mean (Ht/H0)^2, numerical: 1.5000
dipole lattice sum S with images: 0.1443 1/um^3
coupling factor on loss, zero skin depth: 0.8700
sphere loss, dipole coupling: 1.8220 of flat
sphere loss, full field: 1.8348 of flat
mean tangential field on base: 1.0001 H0
base loss, full field: 1.0381 of flat
K of full layer at zero skin depth: 2.8729
groove period, tooth width, depth: 4.0, 2.0, 3.0 um
groove profile length / period: 2.500
groove K at 50 GHz, numerical: 2.398
groove K at half that skin depth: 2.451
groove K at 50 GHz, 1 um deeper: 2.897
groove rms height: 1.500 um
groove K by Hammerstad: 1.982
wavelength in laminate at 50 GHz: 3205 um
electric / magnetic sphere loss: 3.8e-06
electron mean free path: 0.0382 um
mean free path / skin depth: 0.129
coupled K at 50 GHz, resistivity +25%: 2.313
no test failed
```
